\section*{Nanoparticle size for the strongest phonon scattering at fixed volume fraction}

\section*{The problem}

A solid host of density $\rho$ contains spherical particles of radius $R$ and density $(1+D)\rho$, filling a volume fraction $\phi$. A phonon of angular frequency $\omega$, speed $v$ and wave number $k=\omega/v$ travels through it. Write $x=kR$. The particles are equal, scatter independently, and have the stiffness of the host unless stated otherwise. In parts (a) to (e) longitudinal and transverse waves are given the same speed. No stable isotropic solid has this property. The scalar wave solution of part (f) keeps it, and part (g) removes it for small particles only.

\section*{Part (a): small particles}

\textbf{Question.} Find the total scattering cross-section $\sigma_R$ of one particle for $x\ll1$.

\textbf{Answer.} With equal speeds, each Cartesian component $u$ of the displacement obeys the scalar equation $\mu\nabla^2u+\rho(\mathbf r)\omega^2u=0$, where $\mu=\rho v^2$. Moving the extra density to the right-hand side gives
\begin{equation}
(\nabla^2+k^2)u=-k^2D\,u\quad\text{inside the sphere, and } 0 \text{ outside.}
\end{equation}
The outgoing solution of $(\nabla^2+k^2)G=-\delta(\mathbf r)$ is $G=e^{ikr}/(4\pi r)$, so
\begin{equation}
u(\mathbf r)=u_0e^{ikz}+k^2D\int_{\rm sphere}\frac{e^{ik|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}\,u(\mathbf r')\,d^3r' .
\end{equation}
At the centre of the sphere the integral term is about $k^2Du_0\int_0^R r\,dr=\tfrac12Dx^2u_0$. If $x\ll1$ and $|D|x^2\ll1$, the field inside is therefore $u_0$ to leading order, and phase differences across the sphere are negligible. With $V=\tfrac43\pi R^3$, the far field is $u_0f e^{ikr}/r$, where
\begin{equation}
f=\frac{k^2DV}{4\pi}=\frac{Dk^2R^3}{3}.
\end{equation}
This amplitude is the same in all directions. The energy flux is proportional to $|u|^2$ with the same factor for both waves, hence
\begin{equation}
\sigma_R=4\pi f^2=\frac{4}{9}\pi R^2D^2x^4 .
\end{equation}

\section*{Part (b): large particles}

\textbf{Question.} Find the total cross-section $\sigma_g$ when $R$ is much larger than the wavelength and the phase delay through the particle is large. Start with weak contrast, where rays pass almost straight through.

\textbf{Answer.} A ray at distance $b$ from the axis leaves with an extra phase $\varphi(b)$. Just behind the sphere the scattered field, total minus incident, is $u_0(e^{i\varphi}-1)$. Its power divided by the incident intensity is
\begin{equation}
\sigma=\int_0^R|e^{i\varphi}-1|^2\,2\pi b\,db=\int_0^R2(1-\cos\varphi)\,2\pi b\,db .
\label{eq:delay}
\end{equation}
When $\varphi$ runs through many periods the cosine averages out, leaving
\begin{equation}
\sigma_g=2\pi R^2 .
\end{equation}
For strong contrast the same count holds. The power falling on $\pi R^2$ is refracted or reflected into other directions. The hole it leaves in the incident wave is equivalent to an added wave $-u_0$ over the same area, which carries equal power and diffracts into angles of order $1/x$. Half of $\sigma_g$ is thus nearly forward scattering, which hardly changes the momentum of the phonon.

\section*{Part (c): the best radius}

\textbf{Question.} Join the two limits by $1/\sigma=1/\sigma_R+1/\sigma_g$. At fixed $\phi$, $k$ and $D$, which radius gives the largest scattering rate?

\textbf{Answer.} The ratio of the two limits is
\begin{equation}
\frac{\sigma_R}{\sigma_g}=\frac{2D^2}{9}x^4\equiv ax^4,
\qquad
\sigma=\frac{\sigma_R\sigma_g}{\sigma_R+\sigma_g}=2\pi R^2\frac{ax^4}{1+ax^4}.
\end{equation}
The number of particles per volume is $n=\phi/V=3\phi/(4\pi R^3)$, so the rate is
\begin{equation}
\frac1\tau=vn\sigma=\frac{3\phi v}{2R}\,\frac{ax^4}{1+ax^4}
=\frac{3\phi vk}{2}\,\frac{ax^3}{1+ax^4},
\label{eq:rate}
\end{equation}
where the last form uses $1/R=k/x$. At fixed $k$, varying $R$ means varying $x$:
\begin{equation}
\frac{d}{dx}\frac{x^3}{1+ax^4}
=\frac{3x^2(1+ax^4)-4ax^6}{(1+ax^4)^2}
=\frac{x^2(3-ax^4)}{(1+ax^4)^2}.
\end{equation}
The derivative is positive for $ax^4<3$ and negative for $ax^4>3$. There is one maximum, at
\begin{equation}
(kR)^4=\frac3a=\frac{27}{2D^2},\qquad
R_{\rm opt}=\frac{1}{k}\left(\frac{27}{2D^2}\right)^{1/4}.
\label{eq:opt}
\end{equation}
Numerical maximization of the rate for $D=0.3$, $1.0$, $1.3$ and $4.0$ gives $(kR)^4D^2=13.5000$ each time.

The peak reflects a competition. Small particles are numerous but scatter as $R^6$, so the rate grows as $R^3$. Large ones scatter as $R^2$, and their falling number makes the rate drop as $1/R$. The balance comes where $\sigma$ grows locally as $R^3$, which is at $\sigma_R=3\sigma_g$ and not where the two limits cross. The peak exists in $R$ at fixed $k$. At fixed $R$, the factor $ax^4/(1+ax^4)$ rises steadily with $k$, and the joined rule gives no maximum. This is a property of the rule: in the wave solution of part (f), $Q$ rises above its large-$k$ limit of 2 and later falls back towards it, so the rate there does have a maximum in $k$.

\section*{Part (d): at the peak and away from it}

\textbf{Question.} Find the cross-section, rate and mean free path at the peak. How much is lost if the radius is $t$ times the best one? What does this say about one particle size at several frequencies?

\textbf{Answer.} At $ax^4=3$ the factor $ax^4/(1+ax^4)$ is $3/4$, so
\begin{equation}
\sigma=\frac32\pi R^2,\qquad \frac1\tau=\frac{9\phi v}{8R},\qquad
\ell=v\tau=\frac{8R}{9\phi}.
\end{equation}
Now put $x=tx_0$ with $ax_0^4=3$ in the last form of (\ref{eq:rate}) and divide by its value at $t=1$:
\begin{equation}
\frac{\tau^{-1}(t)}{\tau^{-1}(1)}=\frac{t^3}{1+3t^4}\,(1+3)=\frac{4t^3}{1+3t^4}.
\label{eq:off}
\end{equation}
A radius half the best one keeps 0.421 of the peak rate, and a radius twice the best one keeps 0.653. Within this rule it costs less to err towards large particles. This asymmetry is not general: in the wave solution of part (f) at $D=1.3$, half and twice the best radius keep 0.71 and 0.35 of the peak total rate, and 0.19 and 0.59 of the peak momentum-relaxing rate.

Since $R_{\rm opt}\propto1/k$, a particle chosen for frequency $\nu_0$ is $t=\nu/\nu_0$ times the best size at frequency $\nu$, if $v$ is constant. Equation (\ref{eq:off}) then compares its rate with the best rate available at $\nu$ for the same $\phi$. At four times the design frequency the share is 0.333.

\section*{Part (e): germanium particles in silicon}

\textbf{Question.} Evaluate the results for a transverse phonon of 1 THz in silicon with 3\,\% by volume of germanium particles. Use the rough values $D=1.3$ and $v=5.8$ km/s. Are the assumptions met?

\textbf{Answer.} Since 1 km/s is 1 nm/ps, $k=2\pi\times1/5.8=1.083\ \mathrm{nm^{-1}}$. Equation (\ref{eq:opt}) gives $x=(13.5/1.3^2)^{1/4}=1.681$, so
\begin{equation}
R_{\rm opt}=\frac{1.681}{1.083\ \mathrm{nm^{-1}}}=1.55\ \mathrm{nm}.
\end{equation}
The limiting cross-sections are $\sigma_R=45.4\ \mathrm{nm^2}$ and $\sigma_g=15.1\ \mathrm{nm^2}$, in the ratio 3, and they join to $11.35\ \mathrm{nm^2}$. With $n=1.916\times10^{-3}\ \mathrm{nm^{-3}}$,
\begin{equation}
\frac1\tau=5.8\times1.916\times10^{-3}\times11.35\ \mathrm{ps^{-1}}=0.126\ \mathrm{ps^{-1}},
\end{equation}
a lifetime of 7.9 ps and a mean free path of 46 nm.

The phonon remains a well-defined wave between collisions, since $k\ell\approx50$. Besides the equal speeds and equal stiffness, which part (g) revisits, two assumptions are strained. The value $x=1.68$ lies outside the range of both limits, so the result rests on the joining rule. The mean particle spacing, 8.1 nm, is comparable with the wavelength, 5.8 nm, so waves from neighbouring particles interfere.

Germanium islands grown on silicon can be flattened and tens of nanometres wide, unlike a sphere 3 nm across. By (\ref{eq:off}), a sphere ten times too large would keep about $4/(3\times10)=0.13$ of the peak rate; in the wave solution of part (f), measured from its own optima, the share is about 0.06 for total scattering and 0.12 for momentum relaxation. Intermixing with silicon lowers $D$. Halving $D$ would raise $R_{\rm opt}$ by a factor $\sqrt2$ in this rule, by about 1.8 for total scattering in the wave solution of part (f), and by only about 1.2 for momentum relaxation there. Heat at 300 K is also spread over frequencies up to the order of $k_BT/h=6.25$ THz, so the best radius for one frequency need not be the radius of least thermal conductivity. Anharmonic scattering adds a separate rate, not included here.

\section*{Part (f): comparison with wave theory}

\textbf{Question.} Solve the scalar problem by partial waves and compare it with the joined rule. Then find the best radius for total scattering when $|D|\ll1$.

\textbf{Answer.} Let $m$ be the ratio of particle to host stiffness, so that the wave number inside is $Nk$ with $N=\sqrt{(1+D)/m}$. For angular order $l$ the radial function is proportional to $j_l(Nkr)$ inside and to $\cos\delta_l\,j_l(kr)-\sin\delta_l\,n_l(kr)$ outside, with $j_l$ and $n_l$ the spherical Bessel functions of the first and second kind. Displacement and traction (stiffness times radial derivative) are continuous at $r=R$. Dividing the second condition by the first and solving for $\tan\delta_l$ gives
\begin{equation}
\tan\delta_l=\frac{j_l'(x)j_l(Nx)-mN\,j_l(x)j_l'(Nx)}{n_l'(x)j_l(Nx)-mN\,n_l(x)j_l'(Nx)} .
\end{equation}
Subtracting the plane wave $\sum_l(2l+1)i^lj_l(kr)P_l(\cos\theta)$ leaves the outgoing amplitude $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l P_l(\cos\theta)$. Because $\int_{-1}^1P_lP_{l'}\,d\cos\theta=2\delta_{ll'}/(2l+1)$,
\begin{equation}
Q\equiv\frac{\sigma}{\pi R^2}=\frac{4}{x^2}\sum_l(2l+1)\sin^2\delta_l,
\qquad \frac1\tau=\frac{3\phi vk}{4}\,\frac Qx .
\end{equation}

For $D=1.3$ and $m=1$ both limits are confirmed. At $x=0.01$ the cross-section is 1.00006 times $\sigma_R$, and the mean of $Q$ over one period of the phase delay along the axis falls from about 2.1 near $x=100$ to 2.02 near $x=1000$. Between the limits the rule is rough. At $x=1.68$ it gives $Q=1.50$ against 1.91 from the waves, and at $x=3.36$ it gives 1.96 against 4.47. Reciprocal joining keeps $\sigma$ below $\sigma_g$, hence $Q<2$, whereas interference in (\ref{eq:delay}) can raise $|e^{i\varphi}-1|^2$ to 4, and refraction and resonance are not bound by that estimate.

The optima, searched over $0.3\le x<8$, are as follows. The momentum-relaxing rate weights each event by $1-\cos\theta$, the fraction of forward momentum lost.
\begin{center}
\begin{tabular}{lccc}
 & $kR$ & $R$ (nm) & peak rate (ps$^{-1}$)\\
joined rule & 1.68 & 1.55 & 0.126\\
waves, total & 2.76 & 2.55 & 0.213\\
waves, momentum-relaxing & 1.17 & 1.08 & 0.128
\end{tabular}
\end{center}
The joined radius is 39\,\% below the wave optimum for total scattering and 44\,\% above that for momentum relaxation. The near equality of the first and third peak rates is a feature of these numbers for which no reason has been derived.

For $|D|\ll1$ and $x\gg1$, equation (\ref{eq:delay}) applies. The path through the sphere is $2Rs$ with $s=\sqrt{1-b^2/R^2}$, so $\varphi=ps$ with $p=2x(\sqrt{1+D}-1)\approx xD$. Using $b\,db=-R^2s\,ds$,
\begin{equation}
Q=4\int_0^1[1-\cos(ps)]\,s\,ds .
\end{equation}
At fixed $D$ the rate varies as $Q/x\propto Q/|p|$, which is largest at $|p|\approx2.9$. The best size for total scattering is thus $x\approx2.9/|D|$, not proportional to $|D|^{-1/2}$ as in (\ref{eq:opt}). For $D=0.05$ the partial waves give $x=59.2$, the phase-delay integral 59.4, and the joined rule 8.6.

The failure for total scattering has a clear origin. For $1\ll x\ll1/|D|$, expanding the cosine gives $Q\approx4\int_0^1\tfrac12p^2s^3ds=p^2/2\approx D^2x^2/2$. This regime lies between the two limits and is absent from the rule, which continues the steeper $x^4$ law and saturates too early. The scattering at $x\approx2.9/|D|$ is almost entirely forward, however: for $D=0.05$ and $x=59$ the momentum-relaxing cross-section is about 0.25\,\% of the total, and the momentum-relaxing rate peaks near $x=1.7$, well below the 8.6 of the rule. For weak contrast, (\ref{eq:opt}) is thus too small for total scattering and too large for momentum relaxation, and should not be used to choose a size.

\section*{Part (g): two wave speeds and a stiffness contrast}

\textbf{Question.} Correct $\sigma_R$ for different speeds $v_L$ and $v_T$, and find the new peak of the joined rule. Separately, find the effect of a stiffness ratio $m$ on the scalar $\sigma_R$. Which neglected effects matter in the example?

\textbf{Answer.} The extra inertia of a small particle acts as a point force of amplitude $F=D\rho V\omega^2u_0$. In Fourier space the force component along $\mathbf q$ drives a displacement $F_\parallel/[\rho(v_L^2q^2-\omega^2)]$, and the component across $\mathbf q$ drives the same expression with $v_T$. In the far field $\mathbf q$ points along $\mathbf r$, so the amplitudes are
\begin{equation}
|u_L|=\frac{F\cos\theta}{4\pi\rho v_L^2r},\qquad |u_T|=\frac{F\sin\theta}{4\pi\rho v_T^2r},
\end{equation}
up to the sign of $\cos\theta$, with $\theta$ measured from the force. Each wave carries the mean flux $\tfrac12\rho\omega^2v_i|u_i|^2$. The integrals of $\cos^2\theta$ and $\sin^2\theta$ over all directions are $4\pi/3$ and $8\pi/3$, so the radiated power is
\begin{equation}
P=\frac{F^2\omega^2}{24\pi\rho}\left(\frac1{v_L^3}+\frac2{v_T^3}\right).
\end{equation}
Dividing by the incident intensity $\tfrac12\rho\omega^2vu_0^2$ gives
\begin{equation}
\sigma=\frac{D^2V^2\omega^4}{12\pi v}\left(\frac1{v_L^3}+\frac2{v_T^3}\right)=B\sigma_R,
\qquad B=\frac{v^3}{3}\left(\frac1{v_L^3}+\frac2{v_T^3}\right),
\end{equation}
because $\sigma_R=D^2V^2\omega^4/(4\pi v^4)$. Here $v$ is the speed of the incident wave. Replacing $a$ by $aB$ in part (c) moves the peak to $(kR)^4=27/(2D^2B)$.

With $v_L=8.4$ km/s (rough), the transverse phonon has $B=0.776$ and its best radius rises from 1.55 to 1.65 nm. A longitudinal phonon of 1 THz has $B=2.36$, and its best radius falls from 2.25 to 1.81 nm.

For the stiffness, take $x\ll1$. The incident field near the sphere is $u_0(1+ikz)$. The gradient term becomes $iku_0z(1-\beta R^3/r^3)$ outside and $iku_0cz$ inside. Continuity of displacement and traction requires $1-\beta=c$ and $1+2\beta=mc$, so $\beta=(m-1)/(m+2)$. The term in $\beta$ is the near field of $ik\beta R^3u_0\,\partial_z(e^{ikr}/r)$, whose far field has amplitude $-k^2R^3\beta\cos\theta$. Adding part (a),
\begin{equation}
f=k^2R^3\left(\frac D3-\beta\cos\theta\right),\qquad
\sigma=\frac49\pi R^2x^4\,(D^2+3\beta^2),
\end{equation}
since the cross term integrates to zero. For $m=0.8$, a rough value for germanium in silicon, the scalar Rayleigh cross-section rises by 0.9\,\%; for a transverse wave on an elastic sphere with both moduli scaled by 0.8 the rise is about 1.7\,\%. At the peak of the scalar model the effect is much larger: the partial waves for total scattering then give a rate of 0.290 instead of 0.213 ps$^{-1}$, at 2.34 instead of 2.55 nm.

Crystal anisotropy also matters. A slow transverse wave of 4.7 km/s (rough) has its best radius at 1.26 nm in the rule with $B=1$. Interference between neighbours that cannot overlap multiplies $|f|^2$, to first order in $\phi$, by $1-n\int_{r<2R}e^{i\mathbf q\cdot\mathbf r}d^3r$, with $q=2k\sin(\theta/2)$. At $x=1.68$ this lowers the total rate by 10\,\% and the momentum-relaxing rate by 3\,\%. Dispersion, estimated from a sine-shaped band with its top at 4.5 THz, raises $k$ in the host by 0.8\,\%. Inside germanium, whose transverse branch tops out near 2.4 THz (rough), the same estimate gives about 3\,\%, which lowers the wave optima in $kR$ by 2 to 3\,\%.

At $D=1.3$, the largest change in best radius estimated here for the transverse phonon comes from replacing the joining rule by the partial waves. For this phonon and unmixed particles, the scalar model gives a best radius of one to three nanometres, depending on whether total scattering or momentum relaxation is wanted. Solving the elastic sphere with $v_L=8.4$ km/s and equal stiffness changes this little, giving 2.64 nm for total scattering and 1.16 nm for momentum relaxation. Most of the values behind these comparisons are in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (material values are rough)
density contrast D = 1.3, volume fraction = 0.03
frequency = 1.0 THz, v_T = 5.8 km/s, v_L = 8.4 km/s
wave number k = 1.0833 1/nm, wavelength = 5.80 nm
PEAK OF THE JOINED RULE, found numerically
D = 0.3: kR = 3.4996, (kR)^4 D^2 = 13.5000
D = 1.0: kR = 1.9168, (kR)^4 D^2 = 13.5000
D = 1.3: kR = 1.6812, (kR)^4 D^2 = 13.5000
D = 4.0: kR = 0.9584, (kR)^4 D^2 = 13.5000
WORKED EXAMPLE
best radius = 1.552 nm, diameter = 3.10 nm
Rayleigh cross-section = 45.40 nm^2
geometric cross-section = 15.13 nm^2
joined cross-section = 11.35 nm^2
particle density = 1.916e-03 1/nm^3
scattering rate = 0.1261 1/ps, lifetime = 7.93 ps
mean free path = 46.0 nm, k times path = 49.8
ONE SIZE, OTHER FREQUENCIES: rate / best rate at that frequency
0.5 THz: 0.421
2.0 THz: 0.653
4.0 THz: 0.333
k_B T/h at 300 K = 6.25 THz
PARTIAL WAVES (scalar wave, density contrast only)
kR = 0.01: wave / Rayleigh cross-section = 1.00006
mean Q near kR = 100: 2.1002, near 1000: 2.0214
kR = 0.841: Q joined = 0.316, Q wave = 0.488
kR = 1.681: Q joined = 1.500, Q wave = 1.906
kR = 3.362: Q joined = 1.959, Q wave = 4.467
OPTIMUM: kR, radius (nm), peak rate (1/ps)
joined rule: 1.68, 1.55, 0.126
waves, total: 2.76, 2.55, 0.213
waves, momentum-relaxing: 1.17, 1.08, 0.128
waves, total, stiffness ratio 0.8: 2.53, 2.34, 0.290
WEAK CONTRAST: phase-delay optimum p = 2.94 rad
D = 0.1: kR waves = 30.0, delay = 30.1, joined = 6.1
D = 0.05: kR waves = 59.2, delay = 59.4, joined = 8.6
NEGLECTED EFFECTS
transverse: Rayleigh factor B = 0.776, best radius = 1.653 nm, with B = 1: 1.552 nm
longitudinal: Rayleigh factor B = 2.359, best radius = 1.814 nm, with B = 1: 2.248 nm
stiffness ratio 0.8: Rayleigh change = 0.91 %
misfit 0.04, Grueneisen 1.0: stiffness ratio 1.24, change about 1.0 %
slow transverse wave, 4.7 km/s: best radius = 1.258 nm
sine band, top 4.5 THz: k up 0.84 %, group speed down 2.50 %
mean particle spacing n^(-1/3) = 8.05 nm
correlations: total rate times 0.902, momentum-relaxing rate times 0.967
\end{verbatim}
